\section*{Exponential form factor for charged impurities displaced from a monolayer}

\section{Definitions and conventions}

A monolayer lies in the plane $z=0$. A point charge $Z$ sits at distance $d\ge 0$ from it, at $z=d$. The half-space $z>0$, which holds the impurity, has permittivity $\epsilon_1$; the half-space $z<0$ has permittivity $\epsilon_2$. Their mean is $\kappa=(\epsilon_1+\epsilon_2)/2$. Hartree atomic units are used, with Gaussian electrostatics, so that a charge $Z$ in vacuum has potential $Z/r$.

In-plane positions are $\mathbf r$ and in-plane wavevectors $\mathbf q$, with $q=|\mathbf q|$ and
\begin{equation}
\phi(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\phi(q,z).
\end{equation}
An electron in the sheet has potential energy $-\phi$. For $Z>0$ we write $V_d(q)=\phi(q,0)$ for its magnitude; the sign drops out of the lowest-order scattering probability.

The model has these ingredients. The sheet has no thickness. It responds linearly, isotropically and statically. Its electrons occupy one parabolic band of mass $m$ and degeneracy $g$ at zero temperature, with Fermi wavenumber $k$. Scattering between valleys and spinor overlap factors are left out. Impurities are dilute and uncorrelated, with areal density $n_i$, and scattering is treated in lowest Born order.

Let $W_d(\theta)=V_d(q)^2$ be the relative probability of elastic scattering through $\theta$. The result to be derived is
\begin{equation}
\frac{W_d(\theta)}{W_0(\theta)}=\exp\!\left[-4kd\sin\frac{\theta}{2}\right],\qquad 0\le\theta\le\pi .
\label{main}
\end{equation}
It concerns the fractional suppression. The absolute loss $W_0-W_d$ behaves differently and is treated separately below.

\section{Why a short ripple dies first}

Where there is no charge, Laplace's equation for one Fourier component reads
\begin{equation}
\phi''(q,z)-q^2\phi(q,z)=0,
\end{equation}
where a prime is a derivative in $z$. The solutions are $e^{\pm qz}$. An in-plane ripple of wavelength $2\pi/q$ therefore decays away from its source over a distance $1/q$. A distant impurity can still produce a smooth potential in the sheet, but its fine detail has been lost on the way. Scattering through a large angle needs that fine detail, because it needs a large momentum transfer.

\section{Electrostatics with the sheet in place}

The potential changes the electron number density in the sheet by $\delta n=\Pi\phi(q,0)$, where $\Pi>0$ is the static polarizability: electrons gather where $\phi$ is positive. Their charge is negative, so the induced charge density is $-\Pi\phi(q,0)$. Poisson's equation becomes
\begin{equation}
-(\epsilon\phi')'+\epsilon q^2\phi
=4\pi\left[Z\,\delta(z-d)-\Pi\,\phi(q,0)\,\delta(z)\right].
\label{poisson}
\end{equation}
For $d>0$, the solution that vanishes at both infinities is
\begin{equation}
\phi=\begin{cases}
A e^{qz}, & z<0,\\
B e^{qz}+C e^{-qz}, & 0<z<d,\\
D e^{-qz}, & z>d.
\end{cases}
\end{equation}

\subsection{Matching at the impurity}

Continuity at $z=d$ gives
\begin{equation}
De^{-qd}-Ce^{-qd}=Be^{qd}.
\end{equation}
Integrating (\ref{poisson}) across $z=d$ gives $-\epsilon_1[\phi'(d^+)-\phi'(d^-)]=4\pi Z$, that is,
\begin{equation}
\epsilon_1q\left[De^{-qd}+Be^{qd}-Ce^{-qd}\right]=4\pi Z .
\end{equation}
By continuity the bracket is $2Be^{qd}$, so
\begin{equation}
B=\frac{2\pi Z}{\epsilon_1q}\,e^{-qd}.
\label{B}
\end{equation}
This is the amplitude of the wave that reaches the sheet. It already carries the exponential.

\subsection{Matching at the sheet}

Continuity at $z=0$ gives $C=A-B$. Integrating (\ref{poisson}) across $z=0$ gives
\begin{equation}
-\epsilon_1q(B-C)+\epsilon_2qA=-4\pi\Pi A .
\end{equation}
Since $B-C=2B-A$, this becomes
\begin{equation}
\left[(\epsilon_1+\epsilon_2)q+4\pi\Pi\right]A=2\epsilon_1qB=4\pi Ze^{-qd},
\end{equation}
where (\ref{B}) was used last. The permittivity $\epsilon_1$ has cancelled on the right. Dividing by $2\kappa=\epsilon_1+\epsilon_2$, and noting that $V_d=A$,
\begin{equation}
V_d(q)=\frac{2\pi Z}{\kappa}\,\frac{e^{-qd}}{q+q_s},
\qquad q_s=\frac{2\pi\Pi}{\kappa}.
\label{V}
\end{equation}
The case $d=0$ follows by continuity. Screening and the dielectric step alter the denominator but leave the exponential alone, because the induced charge lies in the same plane as the electrons that are scattered.

Setting $\epsilon_1=\epsilon_2=1$, $\Pi=0$ and $Z=1$ must recover the transform of the plain Coulomb potential in the plane:
\begin{equation}
\int d^2r\,\frac{e^{-i\mathbf q\cdot\mathbf r}}{\sqrt{r^2+d^2}}=\frac{2\pi}{q}\,e^{-qd}.
\end{equation}
Direct radial integration confirms this, and a grid solution of (\ref{poisson}) with a dielectric step confirms (\ref{V}), both with and without screening.

\section{The polarizability on the elastic shell}

If $q_s$ depends on $q$, it still cancels from $W_d/W_0$ at fixed angle. Its value is needed for the scattering rates. First-order perturbation theory for electrons with energies $E_p=p^2/2m$ and occupations $f_p$ gives
\begin{equation}
\Pi(q)=g\int\frac{d^2p}{(2\pi)^2}\,
\frac{f_p-f_{\mathbf p+\mathbf q}}{E_{\mathbf p+\mathbf q}-E_p}.
\end{equation}
In the second term replace $\mathbf p$ by $-\mathbf p-\mathbf q$. It then equals the first, and with principal values understood,
\begin{equation}
\Pi(q)=\frac{4gm}{(2\pi)^2}\int_0^{k}p\,dp\int_0^{2\pi}
\frac{d\varphi}{q^2+2pq\cos\varphi}.
\end{equation}
Put $t=\tan(\varphi/2)$. The angular integral becomes
\begin{equation}
\int_{-\infty}^{\infty}\frac{2\,dt}{(q^2+2pq)+(q^2-2pq)t^2}.
\end{equation}
For $2p<q$ it equals $2\pi/(q\sqrt{q^2-4p^2})$. For $2p>q$ it is proportional to the principal value of $\int dt/(c^2-t^2)$ with real $c$. The antiderivative $(2c)^{-1}\ln|(c+t)/(c-t)|$ vanishes at both infinities, and the symmetric cuts at the poles cancel, so the integral is zero.

For $q\le 2k$ only $p<q/2$ contributes:
\begin{equation}
\Pi=\frac{2gm}{\pi q}\int_0^{q/2}\frac{p\,dp}{\sqrt{q^2-4p^2}}
=\frac{2gm}{\pi q}\,\frac q4=\frac{gm}{2\pi}.
\end{equation}
Hence $q_s=gm/\kappa$, a constant over the whole range $0\le q\le2k$ of elastic scattering. For $q>2k$ the upper limit is $k$, and
\begin{equation}
\Pi(q)=\frac{gm}{2\pi}\left[1-\sqrt{1-\frac{4k^2}{q^2}}\right].
\end{equation}
Screening is weaker there, which matters below when the Born approximation is judged.

\section{From momentum transfer to angle}

Elastic scattering takes $\mathbf k$ to $\mathbf k'$ with $|\mathbf k'|=k$, so
\begin{equation}
q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-\cos\theta)=4k^2\sin^2\frac\theta2 .
\label{q}
\end{equation}
Squaring (\ref{V}) and dividing by its value at $d=0$ leaves $e^{-2qd}$, which with (\ref{q}) is (\ref{main}). One factor of two comes from squaring the amplitude and the other from $q=2k\sin(\theta/2)$.

To see where the suppression is strongest, differentiate:
\begin{equation}
\frac{d}{d\theta}\ln\frac{W_d}{W_0}=-2kd\cos\frac\theta2 .
\end{equation}
For $d>0$ this is negative for $0\le\theta<\pi$. The surviving fraction falls strictly from $1$ in the forward direction to $e^{-4kd}$ at backscattering. When $4kd\ge1$ it reaches $1/e$ at
\begin{equation}
\theta_{1/e}=2\arcsin\frac{1}{4kd}.
\end{equation}
When $4kd\ll1$ the impurity is close on the scale of the electron wavelength, and the suppression is weak at every angle.

\section{Fractional and absolute suppression}

With $x=2qd$, the absolute loss is
\begin{equation}
W_0-W_d=\left(\frac{2\pi Z}{\kappa}\right)^2\frac{1-e^{-x}}{(q+q_s)^2}.
\end{equation}
Its derivative in $q$ has the sign of $2d\,e^{-x}(q+q_s)-2(1-e^{-x})$. Setting this to zero, multiplying by $e^x/2$ and using $qd=x/2$ gives
\begin{equation}
e^x=1+q_sd+\frac x2 .
\label{peak}
\end{equation}
For $q_sd>0$ the function $e^x-1-x/2-q_sd$ starts negative and has slope $e^x-1/2>0$, so there is one positive root. The loss rises up to it and falls beyond it. If the root is below $4kd$, the greatest absolute loss is at an intermediate angle; otherwise it is at $\theta=\pi$.

Without screening the loss is proportional to $(1-e^{-x})/x^2$. Since
\begin{equation}
\frac{1-e^{-x}}{x}=\int_0^1e^{-xs}\,ds
\end{equation}
decreases with $x$, so does that quantity divided by $x$. The absolute loss is then greatest toward small angles, even though the fractional loss is greatest at backscattering. That backscattering is suppressed most is thus a statement about ratios.

\section{Two lifetimes}

For $N$ impurities in area $S$, the squared matrix element contains $|\sum_je^{-i\mathbf q\cdot\mathbf R_j}|^2$, whose average for uncorrelated positions $\mathbf R_j$ is $N$ when $\mathbf q\ne0$. With $n_i=N/S$ the golden rule gives
\begin{equation}
\frac1{\tau_q}=2\pi n_i\int\frac{d^2k'}{(2\pi)^2}\,V_d(q)^2\,
\delta\!\left(\frac{k'^2-k^2}{2m}\right).
\end{equation}
The radial integral $\int k'dk'\,\delta[(k'^2-k^2)/2m]$ equals $m$. The angles $\theta$ and $2\pi-\theta$ contribute equally, so
\begin{equation}
\frac1{\tau_q}=\frac{n_im}{\pi}\int_0^\pi W_d\,d\theta,\qquad
\frac1{\tau_{tr}}=\frac{n_im}{\pi}\int_0^\pi W_d\,(1-\cos\theta)\,d\theta .
\end{equation}
The quantum lifetime $\tau_q$ counts every event. The transport lifetime $\tau_{tr}$ weights each by the fraction of forward momentum it removes.

Let angle brackets denote averages over $\theta$ with weight $W_d$, and let $u=1-\cos\theta$. Then $\tau_{tr}/\tau_q=1/\langle u\rangle$. Because $\partial W_d/\partial d=-2qW_d$, the quotient rule gives
\begin{equation}
\frac{d\langle u\rangle}{dd}
=-2\langle qu\rangle+2\langle q\rangle\langle u\rangle
=-2\,\mathrm{Cov}(q,u).
\end{equation}
For two independent angles drawn from the same distribution, with values $q,u$ and $\bar q,\bar u$,
\begin{equation}
\mathrm{Cov}(q,u)=\tfrac12\langle(q-\bar q)(u-\bar u)\rangle>0,
\end{equation}
since $q$ and $u$ both increase with $\theta$. Moving the impurities away therefore raises $\tau_{tr}/\tau_q$ at every distance in this model.

\subsection{Small distance with strong screening}

If $kd\ll1$ and $k\ll q_s$, then $W_d\propto1-2q(d+1/q_s)$ to first order. For a uniform distribution of angles $\langle u\rangle=1$, and
\begin{equation}
\langle q\rangle=\frac{4k}{\pi},\qquad
\langle qu\rangle=4k\left\langle\sin^3\frac\theta2\right\rangle=\frac{16k}{3\pi}.
\end{equation}
The covariance is the difference, $4k/(3\pi)$, so
\begin{equation}
\frac{\tau_{tr}}{\tau_q}\simeq1+\frac{8k}{3\pi}\left(d+\frac1{q_s}\right).
\label{near}
\end{equation}
Scattering is then nearly isotropic and the two lifetimes nearly agree.

\subsection{Large distance}

If $kd\gg1$ and $q_sd\gg1$, only $q\lesssim1/d$ matters. From (\ref{q}), $u=q^2/2k^2$ and
\begin{equation}
d\theta=\frac{dq}{k\sqrt{1-q^2/4k^2}}\simeq\frac{dq}{k}\left(1+\frac{q^2}{8k^2}\right).
\end{equation}
At leading order the weight is $e^{-2qd}dq$, for which $\langle q^2\rangle=2/(2d)^2=1/(2d^2)$. Hence $\langle u\rangle=1/(4k^2d^2)$ and $\tau_{tr}/\tau_q\to(2kd)^2$.

For the first corrections, expand $(q+q_s)^{-2}\propto1-2q/q_s$ and use $\int_0^\infty q^ne^{-2qd}dq=n!/(2d)^{n+1}$. The screening term multiplies $\langle q^2\rangle$ by
\begin{equation}
1-\frac{6}{2dq_s}+\frac{2}{2dq_s}=1-\frac{2}{q_sd},
\end{equation}
and the angular measure multiplies it by
\begin{equation}
1+\frac{12-2}{8k^2(2d)^2}=1+\frac{5}{16k^2d^2}.
\end{equation}
The lifetime ratio, being an inverse average, is
\begin{equation}
\frac{\tau_{tr}}{\tau_q}\simeq(2kd)^2\left[1+\frac{2}{q_sd}-\frac{5}{16k^2d^2}\right].
\label{far}
\end{equation}

\section{When Born scattering is justified}

An electron with speed $k/m$ that passes straight over the impurity's centre acquires a phase of magnitude
\begin{equation}
\chi=\frac mk\int_{-\infty}^{\infty}V_d(x,0)\,dx
=\frac{m}{\pi k}\int_0^\infty V_d(q)\,dq .
\end{equation}
The second form follows because integrating over $x$ sets $q_x=0$, leaving an integral over $q_y$ divided by $2\pi$. The straight path is a fair picture when the potential varies slowly over an electron wavelength, $kd\gg1$; lowest Born order then needs $\chi\ll1$. For $kd$ near or below one, $\chi$ is only a rough guide. If $q_s=gm/\kappa$ is used at all $q$, replacing $q+q_s$ by $q_s$ gives the bound
\begin{equation}
\chi<\frac{m}{\pi k}\,\frac{2\pi Z}{\kappa q_sd}=\frac{2Z}{gkd}.
\end{equation}
Because $V_d(q)$ falls with $d$ at every $q$, whatever the screening, $\chi$ itself falls too, and in this sense separation improves the approximation. The phase $\chi$ judges near-forward scattering. At backscattering the second-order amplitude carries the same exponential $e^{-2kd}$ as the first, with a relative size of order $(Z/g)(kd)^{-1/2}$, which falls more slowly than $\chi$; a small $\chi$ therefore does not make (\ref{main}) accurate at large angles. The constant $q_s$ overstates screening beyond $2k$, so this $\chi$ is an underestimate, by an amount that grows as $d$ shrinks. At $d=0$ the integral diverges logarithmically, and the contact rates serve as reference values of the lowest-order formula.

\section{A model monolayer}

Take $m=0.5$, $g=4$, $\epsilon_1=4$, $\epsilon_2=2$, $k=0.03\,\mathrm{bohr}^{-1}$, $Z=1$ and $n_i=10^{-5}\,\mathrm{bohr}^{-2}$. These are round parameters, not those of a named material. Then $\kappa=3$ and $q_s=4(0.5)/3=0.667\,\mathrm{bohr}^{-1}$, much larger than $2k=0.06\,\mathrm{bohr}^{-1}$. The Fermi energy corresponds to 284 K, so the zero-temperature results need temperatures well below that. The electron density gives an interaction parameter $r_s\approx5.6$, where independent-electron screening is not accurate: a Hubbard-type local-field correction shortens the lifetimes below by 10 to 35 percent and lowers $\tau_{tr}/\tau_q$ at 40 bohr from 5.3 to 4.4, while leaving $W_d/W_0$ unchanged.

At $d=40$ bohr (2.1 nm), $4kd=4.8$. The surviving fractions are
\begin{align}
\theta=30^\circ:&\quad e^{-4.8(0.259)}=0.289,\\
\theta=90^\circ:&\quad e^{-4.8(0.707)}=0.034,\\
\theta=180^\circ:&\quad e^{-4.8}=0.0082 .
\end{align}
The $1/e$ angle is $2\arcsin(1/4.8)=24^\circ$. The greatest absolute loss, however, is at $90^\circ$ to the nearest degree: (\ref{peak}) with $q_sd=26.7$ has the root $x=3.38$, below the backscattering value $4.8$.

The lifetimes, in atomic units of time, are as follows.
\begin{center}
\begin{tabular}{rcccc}
$d$ (bohr) & $\tau_q$ & $\tau_{tr}$ & $\tau_{tr}/\tau_q$ & $\chi$ \\
0 & $2.26\times10^4$ & $2.35\times10^4$ & 1.04 & --- \\
20 & $7.49\times10^4$ & $1.59\times10^5$ & 2.13 & 0.78 \\
40 & $1.51\times10^5$ & $8.00\times10^5$ & 5.32 & 0.40 \\
80 & $3.08\times10^5$ & $6.85\times10^6$ & 22.3 & 0.20
\end{tabular}
\end{center}
In lowest Born order, $\tau_q$ grows from contact to 40 bohr by a factor $15.1/2.26=6.7$, but $\tau_{tr}$ by $80.0/2.35=34$. That order is not reliable at contact for $Z=1$, so these factors describe the formula and do not predict the change in a real sample. Small-angle events survive and still limit $\tau_q$, while the events that reverse momentum have largely gone. The share of events beyond $90^\circ$ falls from 48 to 4.7 percent. At 40 bohr the lifetimes are 3.6 ps and 19 ps.

At contact, (\ref{near}) gives $1+8(0.03)/(3\pi\times0.667)=1.038$, in agreement with the computed ratio. At 80 bohr the leading far law gives $(4.8)^2=23.0$, and (\ref{far}) lowers it to 22.7; the computed value is 22.3, so higher corrections still count. At 5000 bohr, (\ref{far}) predicts a ratio to the leading law of $1+0.00060-0.00001=1.0006$, as computed.

The phases in the table use the constant $q_s$ at all $q$; with the full $\Pi(q)$ they are 1.18, 0.45 and 0.21. With $kd$ between 0.6 and 2.4 they are rough guides, and they suggest that 20 bohr is outside the safe Born range, 40 bohr is marginal, and 80 bohr is better justified. The phases alone do not establish the accuracy. When scattering from one impurity, linearly screened with the full $\Pi(q)$, is solved to all orders, the lifetimes at 40 and 80 bohr stay within about 4 percent of the table, while at 20 bohr they shift by 26 to 65 percent, with a sign set by the sign of $Z$. The backscattering probability is less well described: at 80 bohr it is about 0.7 times the Born value for $Z=+1$ and 1.4 times for $Z=-1$.

Linear screening has a limit of its own. At the point of the sheet nearest the impurity, the potential is $\int_0^\infty q\,V_d(q)\,dq/(2\pi)$. With constant $q_s$ this is 1.2, 0.32 and 0.08 times the Fermi energy $k^2/2m$ at 20, 40 and 80 bohr. With the full $\Pi(q)$, weaker beyond $2k$, these become 2.9, 0.48 and 0.09. At 40 bohr and nearer it is not a small disturbance, and linear response is there only an assumption of the model. The numerical output lists the remaining values.

\section{A nearby gate}

The pure exponential relies on an open, isotropic half-space above the sheet. In a uniaxial layered dielectric with in-plane and out-of-plane permittivities $\epsilon_\parallel$ and $\epsilon_\perp$, $d$ in the exponent is replaced by $d\sqrt{\epsilon_\parallel/\epsilon_\perp}$. Suppose instead that a grounded metal plane lies at $z=L>d$. The operator in (\ref{poisson}), with the sheet response moved to the left, is symmetric, so the potential at the sheet due to a charge at $d$ equals the potential at $d$ due to the same charge at the sheet. The latter obeys $\phi''=q^2\phi$ for $0<z<L$ and vanishes at $L$. Therefore
\begin{equation}
\frac{V_d(q)}{V_0(q)}=\frac{\sinh q(L-d)}{\sinh qL}.
\end{equation}
For $q(L-d)\gg1$ this returns to $e^{-qd}$. For $q\to0$ it tends to $1-d/L$, so even forward scattering is reduced. The derivative of its logarithm in $q$ is
\begin{equation}
(L-d)\coth q(L-d)-L\coth qL<0,
\end{equation}
because $y\coth y$ increases for $y>0$: its derivative is $(\sinh y\cosh y-y)/\sinh^2y>0$. The gate changes the form factor, but the fractional suppression is still strongest at backscattering.

\section*{Computed values}
\begin{verbatim}
mass = 0.50 m_e; degeneracy = 4; Z = 1
eps1 = 4.0; eps2 = 2.0; kappa = 3.0
k_F = 0.030 bohr^-1; 2k_F = 0.060 bohr^-1
electron density = 2.8648e-04 bohr^-2
impurity density = 1.0e-05 bohr^-2
Fermi energy = 0.00090 hartree
Pi = 0.31831 hartree^-1 bohr^-2
q_s = 0.66667 bohr^-1
Pi(3k_F)/Pi(0) = 0.2546
d = 0 bohr; k_F d = 0.00
  W_d/W_0 at 30, 90, 180 deg = 1.00000, 1.00000, 1.00000
  tau_q = 2.26054e+04 a.u.; tau_tr = 2.34637e+04 a.u.
  tau_tr/tau_q = 1.0380; (2k_F d)^2 = 0.0000
  share beyond 90 deg = 47.736 percent
d = 20 bohr; k_F d = 0.60
  W_d/W_0 at 30, 90, 180 deg = 0.53732, 0.18322, 0.09072
  tau_q = 7.48600e+04 a.u.; tau_tr = 1.59407e+05 a.u.
  tau_tr/tau_q = 2.1294; (2k_F d)^2 = 1.4400
  share beyond 90 deg = 18.705 percent
  Born phase estimate = 0.7786 rad
d = 40 bohr; k_F d = 1.20
  W_d/W_0 at 30, 90, 180 deg = 0.28871, 0.03357, 0.00823
  tau_q = 1.50507e+05 a.u.; tau_tr = 8.00359e+05 a.u.
  tau_tr/tau_q = 5.3178; (2k_F d)^2 = 5.7600
  share beyond 90 deg = 4.674 percent
  Born phase estimate = 0.4021 rad
d = 80 bohr; k_F d = 2.40
  W_d/W_0 at 30, 90, 180 deg = 0.08335, 0.00113, 0.00007
  tau_q = 3.07606e+05 a.u.; tau_tr = 6.84509e+06 a.u.
  tau_tr/tau_q = 22.2528; (2k_F d)^2 = 23.0400
  share beyond 90 deg = 0.171 percent
  Born phase estimate = 0.2046 rad
d = 40 bohr = 2.1167 nm
1/e angle at d = 40 bohr = 24.05 deg
greatest absolute loss at d = 40 bohr: 89.51 deg
tau_q at d = 40 bohr = 3640.59 fs
tau_tr at d = 40 bohr = 19359.75 fs
far-distance check: d = 5000 bohr, (tau_tr/tau_q)/(2k_F d)^2 = 1.000586
\end{verbatim}
